# Wall height for trapping inclined dislocations in a trench

## The problem

A cubic semiconductor with the diamond or zinc-blende structure is grown on a (001) substrate, inside a long trench with vertical walls of a non-crystalline material. The trench is \(w=100\) nm wide and runs along \([\bar110]\). The lattice mismatch with the substrate creates dislocations at the bottom interface. Some of them thread upward through the growing crystal, on \(\{111\}\) planes that contain the trench axis and are inclined at 54.7 degrees to the substrate.

A dislocation line cannot end inside otherwise perfect crystal, but it can end at a wall, because the crystal ends there. A dislocation that reaches a wall below the top of the trench is trapped, and the crystal above it is free of that line. How high must the walls be so that no dislocation of this family comes out through the top, wherever on the bottom it starts?

Heights are measured from the bottom interface. The crystal is assumed to fill the trench at least up to the wall height in question, and each dislocation is assumed to stay on its plane.

## A tempting solution

Look at the trench in cross-section. A dislocation that travels a distance \(d\) across the trench, on a plane inclined at \(\theta\) that rises in that direction, gains a height \(d\tan\theta\). The planes come in two mirror-image sets, one leaning to the left and one to the right, so there is always a plane that leads to the nearer wall. No point of the bottom is farther than \(w/2\) from the nearer wall. The largest height at which a dislocation can meet a wall is then

\[
H=\frac{w}{2}\tan\theta=50\ \text{nm}\times1.414=70.7\ \text{nm}.
\]

Walls of about 71 nm would suffice.

## Where it fails

The relation between travel across the trench and rise is correct. The fault lies in the choice of wall. Planes leading to the nearer wall do exist, but a given dislocation lies on one particular plane, and the tilt of that plane is fixed by the crystal. The dislocation does not choose its plane according to where the walls happen to be.

Take a dislocation that starts 25 nm from the left wall on a plane rising to the right. The nearer wall is on the left, but the line moves away from it. It has to travel the remaining 75 nm to the right wall and arrives there at

\[
75\ \text{nm}\times1.414=106\ \text{nm},
\]

well above the proposed 71 nm. It leaves through the top. The distance that matters is the distance to the wall towards which the plane rises, and this can be as large as the full width.

The cross-section also hides a second question. A dislocation is a line in three dimensions and may run partly along the trench. Whether the cross-section tells the whole story depends on how the plane is oriented relative to the trench, so the solution below starts from the planes themselves.

## The right solution

**Coordinates.** Let \(X,Y,Z\) be coordinates along the cubic axes of the crystal. Trench coordinates are \(x\) across the trench, \(y\) along it and \(z\) upward. The across direction is \([110]\) and the trench axis is \([\bar110]\), each of length \(\sqrt2\) in units of the cube edge, so

\[
x=\frac{X+Y}{\sqrt2},\qquad y=\frac{-X+Y}{\sqrt2},\qquad z=Z .
\]

The origin is placed so that the left wall is at \(x=0\), the right wall at \(x=w\), and the bottom interface at \(z=0\).

**The angle.** The angle between two planes equals the angle between their normals. The normal of a \(\{111\}\) plane has length \(\sqrt3\), and its component along the substrate normal \([001]\) is 1 in magnitude. Hence

\[
\cos\theta=\frac{1}{\sqrt3}=0.577,\qquad
\sin\theta=\sqrt{1-\frac13}=\sqrt{\frac23},\qquad
\tan\theta=\frac{\sqrt{2/3}}{\sqrt{1/3}}=\sqrt2 .
\]

This gives \(\theta=54.74\) degrees, which is the 54.7 degrees of the problem.

**The plane in trench coordinates.** Consider the plane with normal \([\bar1\bar11]\). Its points satisfy \(-X-Y+Z=c\) with a constant \(c\). Since \(X+Y=\sqrt2\,x\), this becomes

\[
z=\sqrt2\,x+c .
\]

The coordinate \(y\) has dropped out, which expresses the fact that the plane contains the trench axis. If the dislocation starts at the bottom at \(x=x_0\), then \(z=0\) there, so \(c=-\sqrt2\,x_0\) and

\[
z=\sqrt2\,(x-x_0)=(x-x_0)\tan\theta .
\]

The plane with normal \([111]\) satisfies \(X+Y+Z=c'\). The same substitution gives the mirror image, \(z=(x_0-x)\tan\theta\), which rises to the left.

The height of any point on such a plane is therefore fixed by its distance across the trench. The dislocation may be straight or curved, and it may run far along the trench on its way. When it arrives at the wall, its height is the same in every case. For this family the cross-section does tell the whole story.

**Height at the wall.** A dislocation on a plane rising to the right meets the wall \(x=w\) at

\[
z_{\text{wall}}=(w-x_0)\tan\theta ,
\]

and one on a plane rising to the left meets the wall \(x=0\) at \(x_0\tan\theta\). For planes rising to the right, starts at \(x_0=0\), 25, 50 and 75 nm give 141, 106, 71 and 35 nm.

**The walls are high enough.** Inside the trench \(x\le w\), and every start has \(x_0\ge0\). On a plane rising to the right, every point inside the trench therefore obeys

\[
z=(x-x_0)\tan\theta\le w\tan\theta .
\]

For planes rising to the left, \(x_0\le w\) and \(x\ge0\) give the same bound. No part of these planes lies inside the trench above \(w\tan\theta\), so no dislocation confined to them can be found there.

**Lower walls are not enough.** Suppose that \(H<w\tan\theta\). A dislocation on a plane rising to the right that starts close enough to \(x_0=0\) would meet the wall at a height above \(H\). If it keeps rising, it reaches the top of the trench first and escapes.

The two statements together give the smallest sufficient height,

\[
H_c=w\tan\theta=\sqrt2\,w=1.414\times100\ \text{nm}=141\ \text{nm}.
\]

At \(H=H_c\) the extreme dislocation, which starts in one bottom corner, just touches the opposite top corner and is counted as trapped. Using the rounded angle of 54.7 degrees changes the result by about 0.2 nm, which is of no consequence here.

The result is a ratio: walls must be at least 1.41 times as high as the trench is wide. Halving the width halves the necessary height. For a general inclination, \(H_c\) tends to zero for planes nearly parallel to the substrate and grows without limit as the planes become vertical, since a vertical plane along the trench never leads to a wall.

## What lower walls do

The same formula tells how many dislocations escape when the walls are too low. Assume that the starting points are spread uniformly over the bottom and that each line keeps rising until it leaves the trench. On a plane rising to the right, a dislocation escapes if

\[
(w-x_0)\tan\theta>H .
\]

Dividing by \(\tan\theta\), which is positive, and solving for \(x_0\) gives

\[
x_0<w-\frac{H}{\tan\theta}.
\]

The starts that lead to escape fill a strip of this width next to the left wall. Dividing the width of the strip by \(w\) gives the escaping fraction

\[
f=1-\frac{H}{w\tan\theta}=1-\frac{H}{H_c},\qquad 0\le H\le H_c .
\]

Planes rising to the left give the same fraction by mirror symmetry, so it does not matter how the dislocations are shared between the two sets. For walls of 100 nm,

\[
f=1-\frac{100}{141.4}=0.293,
\]

so 29 percent escape. For 50 nm the fraction is 65 percent, and for 140 nm it is 1 percent. Tracing 20,000 uniformly spaced starts on each of the two planes and counting the lines that pass the top reproduces these three values.

The 70.7 nm of the tempting solution is half of \(H_c\), so it would let half of the dislocations through. It is the height at which a dislocation starting in the middle meets a wall, and for uniform starts this is the average height, not the largest.

## The other two planes

There are four orientations of \(\{111\}\) planes, and two of them do not contain the trench axis. The plane with normal \([1\bar11]\) satisfies \(X-Y+Z=c\). Since \(X-Y=-\sqrt2\,y\), it reads

\[
z=\sqrt2\,y+c .
\]

It is inclined to the substrate at the same 54.7 degrees, but it rises along the trench instead of across it. Now \(x\) is missing from the equation, and the height at which a dislocation meets a side wall depends on its path.

Straight lines along \(\langle110\rangle\) directions are one important case. The direction \([011]\) lies in this plane, because \(0-1+1=0\). Its trench components are

\[
x:\ \frac{0+1}{\sqrt2}=\frac1{\sqrt2},\qquad
y:\ \frac{-0+1}{\sqrt2}=\frac1{\sqrt2},\qquad
z:\ 1 .
\]

The rise per unit distance across the trench is \(1/(1/\sqrt2)=\sqrt2\), so such a line also needs walls of at most 141 nm. The line itself is inclined at only 45 degrees to the substrate. One might conclude from this that 100 nm is enough, but while the line crosses 100 nm of trench it also advances 100 nm along it. Its horizontal path is \(\sqrt{100^2+100^2}=141\) nm long, and at 45 degrees the rise equals the horizontal path. The other rising \(\langle110\rangle\) directions differ from this one only in the signs or the order of their horizontal components and give the same height.

The steepest line in the same plane behaves differently. It runs along \([\bar112]\), which lies in the plane because \(-1-1+2=0\). Its component across the trench is \((-1+1)/\sqrt2=0\), so it never approaches a side wall. It can be stopped only by the end wall of the trench. For a trench of length \(L=10\,000\) nm and a start at the opposite end, this happens at

\[
\sqrt2\,L=14\,142\ \text{nm},
\]

or about 14 µm, a hundred times the height found above.

Curved lines show the same contrast. Forty random rising paths were followed on a plane of each kind, all starting in the middle of the trench. On the plane containing the trench axis, every path met a wall at 70.7 nm, as the formula requires for \(x_0=50\) nm. On the crossing plane, the heights ranged from 20 to 200 nm. These end values belong to this particular sample and are not bounds, but they show that some paths pass a wall of 141 nm.

Complete trapping at 141 nm therefore holds for all dislocations on planes containing the trench axis, and for straight \(\langle110\rangle\) lines on all four planes. It does not hold for every line on a plane inclined at 54.7 degrees.

## How far imperfections move the number

Each estimate below changes one thing and keeps the rest of the ideal geometry.

**Flared walls.** Let both walls lean outward by an angle \(\delta\) from the vertical, with the bottom width fixed at \(w\). The right wall is then at \(x=w+z\tan\delta\). The extreme dislocation starts at \(x_0=0\) and has \(x=z/\tan\theta\). It meets the wall when

\[
\frac{z}{\tan\theta}=w+z\tan\delta .
\]

Multiplying by \(\tan\theta\) and collecting the terms in \(z\) gives \(z\,(1-\tan\theta\tan\delta)=w\tan\theta\), so

\[
H_c=\frac{w\tan\theta}{1-\tan\theta\tan\delta}.
\]

For \(\delta=2\) degrees this is 149 nm, an increase of about 7 nm. The denominator vanishes when \(\delta=90^\circ-\theta\), about 35 degrees. The wall is then parallel to the dislocation plane and is never reached.

**Misaligned trench.** Let the trench be turned by a small angle \(\varphi\) about the vertical. The distance across it becomes \(x'=x\cos\varphi+y\sin\varphi\). For a rising \(\langle110\rangle\) line, \(x\) and \(y\) both have magnitude \(1/\sqrt2\) per unit height. When their signs are opposite, the magnitude of \(x'\) takes its smaller value,

\[
\frac{\cos\varphi-\sin\varphi}{\sqrt2}=\cos(45^\circ+\varphi).
\]

The required height for these lines is \(w/\cos(45^\circ+\varphi)\), which is 144 nm for \(\varphi=1\) degree. The guarantee for lines of arbitrary shape is lost, however. No \(\{111\}\) plane contains the trench axis any longer, and a line that runs far along the trench can gain height without crossing it.

**Residual strain.** If the crystal is stretched by 0.20 percent in the substrate plane and compressed by 0.15 percent vertically, the slope of the planes changes by the ratio of the two scale factors:

\[
H_c=141.42\ \text{nm}\times\frac{1-0.0015}{1+0.0020}=140.9\ \text{nm}.
\]

The change is about half a nanometre and can be ignored.

**Raised starting points.** If dislocations start at a height \(z_s\) above the interface, or switch there once from one plane containing the trench axis to its mirror image, the largest height at which a wall is met rises by \(z_s\). With \(z_s=20\) nm, the walls must be 161 nm high. For straight \(\langle110\rangle\) lines, this is the largest of the four changes with the sizes chosen here. For lines of arbitrary shape the misalignment can matter more, because it removes the guarantee altogether. The mirror switch is also a special case. A dislocation can change its glide plane only to another plane that contains its Burgers vector, the lattice displacement it carries. The only \(\langle110\rangle\) direction common to the two mirror planes is the trench axis \([\bar110]\). Each of the four inclined \(\langle110\rangle\) directions lies in one plane containing the axis and one crossing plane, so a dislocation with such a Burgers vector would switch to a crossing plane, where a line of arbitrary shape has no guaranteed height.

## Comparison with real trenches

Germanium grown on silicon (001) between silicon dioxide walls is a real case of this geometry. Trench widths from tens to hundreds of nanometres are roughly typical, so 100 nm is an ordinary value. The germanium lattice is about 4 percent larger than that of silicon, which is why dislocations form at the interface. One assumption open to doubt is that each dislocation stays on its original plane. The growing surface often develops facets, and these can redirect a dislocation. The geometry alone does not say how often this happens or in which direction. What counts is the rise per unit distance across the trench, not the inclination to the substrate. A line bent so that it rises less per unit distance towards the wall ahead of it is trapped lower down. A line that is flatter but turned along the trench can be trapped higher: at an inclination of 30 degrees and a horizontal heading 80 degrees away from the across direction, the rise per unit distance across is \(\tan30^\circ/\cos80^\circ=3.3\) instead of 1.41. A line turned parallel to the side walls is not trapped by them at any height. New defects may also form at the walls, or above the trench where crystals from neighbouring openings merge, and wall height does not prevent either. For a trench along a \(\langle110\rangle\) direction with vertical walls and a width of 100 nm, 141 nm is thus the smallest height that traps every dislocation starting at the bottom interface, provided that each dislocation stays on a single plane containing the trench axis or runs straight along a single \(\langle110\rangle\) direction. For lines that do neither, this height carries no general guarantee. Flare and raised starting points of the sizes used above call for a margin of some tens of nanometres, and even then the crystal above the trench is not guaranteed to be free of defects.

The main computed values are listed in the numerical output that follows.

## Numbers as computed

```
Trench width: 100 nm
Trench length: 10000 nm
Plane angle theta: 54.7356 degrees
cos(theta): 0.57735
tan(theta), critical height/width: 1.41421
Critical wall height: 141.42 nm
Same with rounded angle 54.7 degrees: 141.24 nm
Wall-hit height, start x0 = 0 nm, rising to +x: 141.42 nm
Wall-hit height, start x0 = 25 nm, rising to +x: 106.07 nm
Wall-hit height, start x0 = 50 nm, rising to +x: 70.71 nm
Wall-hit height, start x0 = 75 nm, rising to +x: 35.36 nm
Curved paths from x0 = 50 nm, planes with trench axis: 70.71 to 70.71 nm
Curved paths from x0 = 50 nm, crossing planes: 20.1 to 200.5 nm
Escaping fraction, wall 50 nm: 64.6 percent
Escaping fraction, wall 100 nm: 29.3 percent
Escaping fraction, wall 140 nm: 1.0 percent
Escaping fraction at critical height: 0.0 percent
Worst height, all rising <110> lines: 141.42 nm
Worst end-wall height, steepest lines on crossing planes: 14142 nm
Walls flared by 2 degrees: 148.77 nm
Trench misaligned by 1 degree, <110> lines: 143.96 nm
In-plane strain: 0.20 percent
Vertical strain: -0.15 percent
Critical height with this strain: 140.93 nm
Height of raised dislocation source: 20 nm
Critical height with raised source: 161.42 nm
```
